# Peak condition for thermally stimulated current under a linear temperature ramp: test program

```python
"""
Thermally stimulated current (TSC) peak of one electron trap in a p+n diode.

Result under test: for dn/dt = -e n, T = T0 + beta t and
e = sigma v Nc exp(-E/kT), with v Nc proportional to T^2, the current peaks at
    e(Tm) = beta (E + 2 k Tm) / (k Tm^2).
Symbols: n filled-trap density, e emission rate, beta ramp rate, E activation
energy, sigma apparent cross-section, v rms thermal speed, Nc effective density
of states, W depletion width, ND donor density, V total junction bias.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expn

k, q, h, hbar, m0 = const.k, const.e, const.h, const.hbar, const.m_e

# Rough silicon values and chosen device values
m_long, m_trans, valleys = 0.92 * m0, 0.19 * m0, 6
eps = 11.7 * const.epsilon_0
E_trap, sigma_trap = 0.42 * q, 2e-19
ND, NT, area, V, beta0 = 2e20, 1e19, 25e-6, 10.0, 0.2

m_dos = valleys ** (2 / 3) * (m_long * m_trans ** 2) ** (1 / 3)
m_vel = 3 / (1 / m_long + 2 / m_trans)


def density_of_states(T):
    return 2 * (2 * np.pi * m_dos * k * T / h ** 2) ** 1.5


def rms_speed(T):
    return np.sqrt(3 * k * T / m_vel)


def rate(T, E=E_trap, sigma=sigma_trap):
    return sigma * rms_speed(T) * density_of_states(T) * np.exp(-E / (k * T))


def peak_root(beta, E=E_trap, sigma=sigma_trap, power=2):
    """Root of the peak condition; power=0 drops the 2kT term."""
    def residual(T):
        return np.log(rate(T, E, sigma) * k * T ** 2
                      / (beta * (E + power * k * T)))
    return brentq(residual, 20, 400, xtol=1e-11)


def simulate(beta, T_start, T_stop, E=E_trap, sigma=sigma_trap):
    """Integrate the ramp equation; return temperatures and n/n0."""
    temps = np.linspace(T_start, T_stop, 4001)
    sol = solve_ivp(lambda T, y: -rate(T, E, sigma) / beta * y,
                    (T_start, T_stop), [1.0], method="DOP853",
                    t_eval=temps, rtol=1e-11, atol=1e-15, max_step=0.5)
    assert sol.success
    return temps, sol.y[0]


def curve_peak(temps, curve):
    """Locate a smooth maximum from the sampled curve alone."""
    i = int(np.argmax(curve))
    part = slice(i - 50, i + 51)
    x = temps[part] - temps[i]
    poly = np.polyfit(x, curve[part] / curve[i], 4)
    roots = np.roots(np.polyder(poly))
    return temps[i] + roots[np.argmin(abs(roots))].real


def trapped_fraction(T, beta):
    """Closed form for n/n0 after a ramp from very low temperature."""
    u = E_trap / (k * T)
    return np.exp(-rate(T) * T / beta * np.exp(u) * expn(4, u))


# Band sums: Nc and mean square speed from explicit sums over wavevector
T_test = 160.0
wave = np.linspace(-1e10, 1e10, 20001)
axis_sum, axis_v2 = [], []
for mass in (m_long, m_trans, m_trans):
    weight = np.exp(-(hbar * wave) ** 2 / (2 * mass * k * T_test))
    axis_sum.append(trapezoid(weight, wave) / (2 * np.pi))
    axis_v2.append(np.sum(weight * (hbar * wave / mass) ** 2) / weight.sum())
assert abs(2 * valleys * np.prod(axis_sum)
           / density_of_states(T_test) - 1) < 1e-8
assert abs(np.sqrt(sum(axis_v2)) / rms_speed(T_test) - 1) < 1e-8

# Peak condition against the integrated ramp equation
worst_peak_error = 0.0
for beta, E_eV, sigma in [(0.2, 0.42, 2e-19), (0.05, 0.42, 2e-19),
                          (0.8, 0.42, 2e-19), (1.0, 0.17, 1e-18),
                          (0.1, 0.30, 1e-20)]:
    E = E_eV * q
    root = peak_root(beta, E, sigma)
    temps, frac = simulate(beta, 0.6 * root, 1.15 * root, E, sigma)
    current = rate(temps, E, sigma) * frac
    error = abs(curve_peak(temps, current) - root)
    worst_peak_error = max(worst_peak_error, error)
    assert error < 1e-3
    inner = current[1:-1]
    maxima = ((inner > current[:-2]) & (inner > current[2:])
              & (inner > 1e-4 * current.max()))
    assert maxima.sum() == 1

# Main example
Tm = peak_root(beta0)
u = E_trap / (k * Tm)
kTm = k * Tm
temps, frac = simulate(beta0, 0.6 * Tm, 1.15 * Tm)
shape = rate(temps) * frac
Tm_sim = curve_peak(temps, shape)
Tm_no_power = peak_root(beta0, power=0)
assert abs(Tm_no_power - Tm_sim) > 0.1
above_half = temps[shape > shape.max() / 2]
fwhm = above_half[-1] - above_half[0]

# A ramp that starts above the root has no interior peak
late_T, late_frac = simulate(beta0, Tm + 2, 1.15 * Tm)
assert np.argmax(rate(late_T) * late_frac) == 0

# Trapped fraction at the peak
left = trapped_fraction(Tm, beta0)
left_sim = np.interp(Tm, temps, frac)
left_approx = (1 + 2 / u) / np.e
assert abs(left / left_sim - 1) < 1e-4
assert abs(left_approx / left_sim - 1) < 12 / u ** 2

# External charge from Poisson's equation for nonuniform and uniform traps
def depleted(occupancy, profile):
    def density(x):
        return ND - occupancy * profile(x)

    def bias_residual(width):
        moment = quad(lambda x: x * density(x), 0, width)[0]
        return q * moment / (eps * V) - 1
    width = brentq(bias_residual, 1e-6, 5e-5, xtol=1e-18, rtol=1e-14)
    return width, q * quad(density, 0, width)[0]


for uniform in (False, True):
    def profile(x, flat=uniform):
        return 0.3 * ND * (1.0 if flat else np.exp(-x / 3e-6))
    step = 0.01
    width, _ = depleted(0.5, profile)
    numeric = (depleted(0.5 - step, profile)[1]
               - depleted(0.5 + step, profile)[1]) / (2 * step)
    weighted = q * quad(lambda x: (1 - x / width) * profile(x), 0, width)[0]
    assert abs(numeric / weighted - 1) < 1e-4
    if uniform:
        assert abs(numeric / (0.5 * q * width * 0.3 * ND) - 1) < 1e-4

# Current and charge at constant width
W = np.sqrt(2 * eps * V / (q * ND))
charge = 0.5 * q * area * W * NT
I_peak = charge * beta0 * (u + 2) / Tm * left
assert abs(charge * shape.max() / I_peak - 1) < 1e-4
assert abs(trapezoid(charge * shape, temps) / beta0 / charge - 1) < 1e-5

# Moving depletion edge: differentiate the junction charge itself
def moving_edge_root(n0):
    def residual(T):
        n = n0 * trapped_fraction(T, beta0)
        slope = (E_trap + 2 * k * T) / (k * T ** 2)
        return slope - rate(T) / beta0 * (1 + n / (2 * (ND - n)))
    return brentq(residual, 0.9 * Tm, 1.05 * Tm)


def moving_edge_current(n0):
    Q = area * np.sqrt(2 * eps * q * V * (ND - n0 * frac))
    return beta0 * np.gradient(Q, temps)


for n0 in (NT, 0.3 * ND):
    found = curve_peak(temps, moving_edge_current(n0))
    assert abs(found - moving_edge_root(n0)) < 3e-3
assert Tm - moving_edge_root(0.3 * ND) > 0.05
edge_shift = moving_edge_root(NT) - Tm
I_peak_moving = moving_edge_current(NT).max()

# Ramp-rate analysis on simulated peaks
ramps, peaks = (0.05, 0.8), []
for beta in ramps:
    guess = peak_root(beta)
    t, f = simulate(beta, 0.6 * guess, 1.15 * guess)
    peaks.append(curve_peak(t, rate(t) * f))
peaks, ramps = np.array(peaks), np.array(ramps)
inverse = 1 / (k * peaks)
slope4 = np.diff(np.log(peaks ** 4 / ramps))[0] / np.diff(inverse)[0]
slope2 = np.diff(np.log(peaks ** 2 / ramps))[0] / np.diff(inverse)[0]
correction = np.mean(2 * (k * peaks) ** 2 / (E_trap + 2 * k * peaks))
assert abs(slope4 - (E_trap - correction)) / q < 5e-5
assert abs(slope2 - (E_trap - correction + 2 * k * peaks.mean())) / q < 3e-4

# Phonon-assisted tunnelling at the largest field, lightest mass
F_max = 2 * V / W
barrier_integral = quad(lambda s: np.sqrt(1 - s), 0, 1)[0]


def negative_gain(meV):
    energy = meV * 1e-3 * q
    action = (2 / hbar * np.sqrt(2 * m_trans * energy)
              * energy / (q * F_max) * barrier_integral)
    return action - energy / kTm


best = minimize_scalar(negative_gain, bounds=(1e-4, 100), method="bounded",
                       options={"xatol": 1e-8})
tunnel = (q * F_max * hbar) ** 2 / (24 * m_trans * kTm ** 3)
assert abs(-best.fun / tunnel - 1) < 1e-5
tunnel_shift = peak_root(beta0, sigma=sigma_trap * np.exp(tunnel)) - Tm

# Other neglected effects, with rough inputs
fermi_depth = kTm * np.log(density_of_states(Tm) / ND)
edge = np.sqrt(2 * eps * (E_trap - fermi_depth) / (q ** 2 * ND))
V_built, gap = 1.0, 1.15 * q
x_first = np.sqrt(2 * eps * V_built / (q * ND)) - edge
zero_bias_ratio = (1 - x_first / W) ** 2 - (edge / W) ** 2
hole_ratio = np.exp(-(gap - 2 * E_trap) / kTm)
recapture = sigma_trap * NT * W
lag_time, built_drift, leak_300 = 2.0, 2e-3, 1e-8
drift_current = eps * area / W * built_drift * beta0
leakage = leak_300 * np.exp(-gap / (2 * k) * (1 / Tm - 1 / 300))
sigma_shift = peak_root(beta0, sigma=2 * sigma_trap) - Tm


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Activation energy E", E_trap / q, "eV")
show("Apparent cross-section", sigma_trap * 1e4, "cm^2")
show("Longitudinal mass", m_long / m0, "m0")
show("Transverse mass", m_trans / m0, "m0")
show("Density-of-states mass, six valleys", m_dos / m0, "m0", 4)
show("Velocity mass", m_vel / m0, "m0", 4)
show("Relative permittivity", eps / const.epsilon_0)
show("Donor density", ND * 1e-6, "cm^-3")
show("Filled-trap density at start", NT * 1e-6, "cm^-3")
show("Area", area * 1e6, "mm^2")
show("Total junction bias", V, "V")
show("Ramp rate", beta0, "K/s")
show("Prefactor C", rate(Tm) * np.exp(u) / Tm ** 2, "s^-1 K^-2", 4)
show("Peak temperature from condition", Tm, "K", 6)
show("Peak temperature from simulation", Tm_sim, "K", 6)
show("Worst peak error, five test cases", worst_peak_error, "K", 2)
show("kTm", kTm / q * 1e3, "meV", 4)
show("u = E/kTm", u, "", 4)
show("Emission rate at peak", rate(Tm), "s^-1", 4)
show("Peak shift if 2kTm is dropped", Tm_no_power - Tm, "K", 3)
show("Trapped fraction at peak, closed form", left, "", 4)
show("Trapped fraction at peak, simulation", left_sim, "", 4)
show("Trapped fraction at peak, (1+2/u)/e", left_approx, "", 4)
show("Full width at half maximum", fwhm, "K", 3)
show("Depletion width", W * 1e6, "um", 4)
show("Released external charge, constant W", charge * 1e12, "pC", 4)
show("Peak current, constant W", I_peak * 1e12, "pA", 4)
show("Peak current, moving edge", I_peak_moving * 1e12, "pA", 4)
show("Simulated peak at 0.05 K/s", peaks[0], "K", 6)
show("Simulated peak at 0.8 K/s", peaks[1], "K", 6)
show("Energy from ln(Tm^4/beta) slope", slope4 / q, "eV", 5)
show("Predicted deficit of that slope", correction / q * 1e3, "meV", 3)
show("Energy from ln(Tm^2/beta) slope", slope2 / q, "eV", 5)
show("Peak shift, moving edge", edge_shift, "K", 2)
show("Peak shift, moving edge, n0 = 0.3 ND",
     moving_edge_root(0.3 * ND) - Tm, "K", 3)
show("Largest field", F_max * 1e-5, "kV/cm", 3)
show("Tunnelling rate factor at largest field", np.exp(tunnel), "", 4)
show("Peak shift from that factor", tunnel_shift, "K", 2)
show("Edge layer with traps still filled", edge * 1e6, "um", 3)
show("Signal fraction lost to edge layer", (edge / W) ** 2, "", 2)
show("Assumed built-in voltage", V_built, "V")
show("Signal ratio, zero-bias/full filling", zero_bias_ratio, "", 2)
show("Assumed band gap", gap / q, "eV")
show("Hole/electron emission ratio at peak", hole_ratio, "", 2)
show("Recapture estimate sigma*NT*W", recapture, "", 2)
show("Assumed thermal lag time", lag_time, "s")
show("Temperature lag", beta0 * lag_time, "K", 2)
show("Assumed built-in voltage drift", built_drift * 1e3, "mV/K")
show("Current from built-in voltage drift", drift_current * 1e12, "pA", 2)
show("Assumed leakage at 300 K", leak_300 * 1e9, "nA")
show("Leakage scaled to peak temperature", leakage * 1e12, "pA", 2)
show("Peak shift if cross-section is doubled", sigma_shift, "K", 3)
print("OK")
```

It prints:

```
Activation energy E: 0.42 eV
Apparent cross-section: 2e-15 cm^2
Longitudinal mass: 0.92 m0
Transverse mass: 0.19 m0
Density-of-states mass, six valleys: 1.061 m0
Velocity mass: 0.2583 m0
Relative permittivity: 11.7
Donor density: 2e+14 cm^-3
Filled-trap density at start: 1e+13 cm^-3
Area: 25 mm^2
Total junction bias: 10 V
Ramp rate: 0.2 K/s
Prefactor C: 1.401e+07 s^-1 K^-2
Peak temperature from condition: 163.086 K
Peak temperature from simulation: 163.085 K
Worst peak error, five test cases: 0.00023 K
kTm: 14.05 meV
u = E/kTm: 29.89
Emission rate at peak: 0.0391 s^-1
Peak shift if 2kTm is dropped: -0.311 K
Trapped fraction at peak, closed form: 0.389
Trapped fraction at peak, simulation: 0.389
Trapped fraction at peak, (1+2/u)/e: 0.3925
Full width at half maximum: 12 K
Depletion width: 8.041 um
Released external charge, constant W: 161 pC
Peak current, constant W: 2.45 pA
Peak current, moving edge: 2.474 pA
Simulated peak at 0.05 K/s: 156.65 K
Simulated peak at 0.8 K/s: 170.038 K
Energy from ln(Tm^4/beta) slope: 0.41911 eV
Predicted deficit of that slope: 0.886 meV
Energy from ln(Tm^2/beta) slope: 0.44724 eV
Peak shift, moving edge: -0.048 K
Peak shift, moving edge, n0 = 0.3 ND: -0.33 K
Largest field: 24.9 kV/cm
Tunnelling rate factor at largest field: 1.038
Peak shift from that factor: -0.18 K
Edge layer with traps still filled: 1.31 um
Signal fraction lost to edge layer: 0.027
Assumed built-in voltage: 1 V
Signal ratio, zero-bias/full filling: 0.69
Assumed band gap: 1.15 eV
Hole/electron emission ratio at peak: 2.6e-10
Recapture estimate sigma*NT*W: 1.6e-05
Assumed thermal lag time: 2 s
Temperature lag: 0.4 K
Assumed built-in voltage drift: 2 mV/K
Current from built-in voltage drift: 0.13 pA
Assumed leakage at 300 K: 10 nA
Leakage scaled to peak temperature: 7.8e-05 pA
Peak shift if cross-section is doubled: -3.28 K
OK
```
